\section*{Why heavy halide ligands reduce or reverse metal g shifts}

\section*{Question}

For a metal ion with one electron in $d_{xy}$, surrounded by four halides, a purely ionic picture gives a $g_\parallel$ below that of the free electron, because spin-orbit coupling mixes in an empty d orbital that lies higher. When chloride is replaced by bromide, the shift can shrink or even become positive, although most of the unpaired spin stays on the metal. How can a minority of spin density on the ligands do this, and is the same effect to be expected for every d configuration?

\section*{The model}

Four halides lie at $+x,+y,-x,-y$, numbered 1 to 4, and the field $B$ is along $z$. The unpaired electron occupies the $\pi$-antibonding orbital built on $d_{xy}$. This assumes that $d_{xz}$ and $d_{yz}$ lie higher, as an additional axial $\pi$ donor such as an oxo ligand can make them. With the four halides alone and equal d levels, they would lie below $d_{xy}$, because each has $\pi$ overlap with only two halides. The axial ligand enters only through the d levels; its own orbitals are left out. Electrons are treated as independent, and only metal d and halide p functions are kept. With $\hbar=1$, the Hamiltonian for one electron is
\begin{equation}
H=h+\sum_K \xi_K\,\mathbf l_K\cdot\mathbf s+\mu_B B\,(L_z+g_e s_z),
\end{equation}
where $K$ runs over the atoms, $\xi_K>0$ is $\xi_M$ on the metal and $\xi_L$ on each halide, and $L_z$ is taken about the metal. The shift is $\Delta g=g_\parallel-g_e$, to first order in $\xi$.

The halide combinations that overlap positively with $d_{x^2-y^2}$ and $d_{xy}$ are
\begin{align}
\chi_\sigma&=\tfrac12(-x_1+y_2+x_3-y_4),\\
\chi_\pi&=\tfrac12(y_1+x_2-y_3-x_4),
\end{align}
where $x_k,y_k$ are p orbitals on halide $k$. For example, $-x_1$ points its positive lobe from $+x$ towards the metal, where $d_{x^2-y^2}$ is positive. The couplings are $\langle d_{x^2-y^2}|h|\chi_\sigma\rangle=-V_\sigma$ and $\langle d_{xy}|h|\chi_\pi\rangle=-V_\pi$, with $V_\sigma,V_\pi>0$.

\section*{The mechanism: two opposite rotations}

On the metal, $d_{x^2-y^2}\propto\cos2\varphi$, $d_{xy}\propto\sin2\varphi$ and $L_z=-i\,\partial/\partial\varphi$, so
\begin{equation}
L_z d_{xy}=-2i\,d_{x^2-y^2}.
\end{equation}
For halide $k$ at $\mathbf R_k$, $L_z=l_z^{(k)}+(\mathbf R_k\times\mathbf p)_z$. The second term has no matrix elements within one p shell, because $\mathbf p$ is odd under inversion about the halide. The first gives $l_zx_k=iy_k$ and $l_zy_k=-ix_k$, hence
\begin{equation}
\sum_k l_z^{(k)}\chi_\pi=\tfrac12(-ix_1+iy_2+ix_3-iy_4)=+i\,\chi_\sigma .
\end{equation}
The sign is opposite to that of the metal. There is a simple picture: a positive turn by $45^\circ$ carries $d_{xy}$ into $-d_{x^2-y^2}$, whereas a positive turn of each halide p orbital by $90^\circ$ about its own nucleus carries $\chi_\pi$ into $+\chi_\sigma$.

Overlap does not spoil this result. Let $S_\sigma,S_\pi$ be the metal-ligand overlaps, and orthogonalize the ligand functions to the d functions, $\tilde\chi_\sigma=(\chi_\sigma-S_\sigma d_{x^2-y^2})/\sqrt{1-S_\sigma^2}$, and likewise for $\tilde\chi_\pi$. Since $L_z$ is Hermitian and $L_zd_{x^2-y^2}=2i\,d_{xy}$,
\begin{equation}
\langle d_{x^2-y^2}|L_z|\tilde\chi_\pi\rangle\propto -2iS_\pi-S_\pi(-2i)=0,
\end{equation}
and $\langle\tilde\chi_\sigma|L_z|d_{xy}\rangle$ vanishes in the same way. With ligand-ligand overlap neglected, the ligand element becomes
\begin{equation}
\langle\tilde\chi_\sigma|L_z|\tilde\chi_\pi\rangle
=\frac{i+2iS_\sigma S_\pi+2iS_\sigma S_\pi-2iS_\sigma S_\pi}{\sqrt{(1-S_\sigma^2)(1-S_\pi^2)}}=iq .
\end{equation}
Thus $q=(1+2S_\sigma S_\pi)/\sqrt{(1-S_\sigma^2)(1-S_\pi^2)}$, which is positive for positive overlaps. Quadrature with Gaussian trial functions, for which $S_\sigma=0.29$ and $S_\pi=0.09$, gives $q=1.10$. These trial p functions are compact. With minimal-basis atomic valence orbitals of Cl and Br at bond lengths of 2.3 to 2.5~\AA, the halide-halide terms neglected here lower $q$ by about 0.1 to 0.15, to between 0.9 and 1.0; the sign is unchanged. Below, $q=1$, the tildes are dropped, and spin-orbit coupling is taken as one-centre in the orthogonalized basis.

\section*{From the rotations to the g shift}

The orbitals needed are
\begin{align}
\psi_0&=\beta d_{xy}-\beta'\chi_\pi, \\
\psi_{\sigma^*}&=\alpha d_{x^2-y^2}-\alpha'\chi_\sigma,\qquad
\psi_\sigma=\alpha' d_{x^2-y^2}+\alpha\chi_\sigma,
\end{align}
with positive coefficients. The electron is in $\psi_0$; $\psi_{\sigma^*}$ is empty and $\psi_\sigma$ is doubly occupied. No other orbital is reached from $\psi_0$ by $L_z$.

The filled orbitals form Kramers pairs. The Zeeman operator changes sign under time reversal, so its expectation values in the two members of a pair cancel. The linear splitting of the total energy is therefore that of the singly occupied pair. In its perturbation expansion, all other orbitals appear as partners, whether filled or empty.

Write $Z=\sum_K\xi_K l_{z,K}$. For spin projection $m=\pm\frac12$, spin-orbit coupling changes the orbital to
\begin{equation}
|\psi_0\rangle+m\sum_n|n\rangle\frac{\langle n|Z|0\rangle}{E_0-E_n}.
\end{equation}
The components $l_x$ and $l_y$ are odd under reflection in the ligand plane. They admix out-of-plane orbitals, which $L_z$ does not connect to $\psi_0$, and so give nothing at this order. The orbital moment is
\begin{equation}
\langle L_z\rangle_m=2m\sum_n\frac{\langle0|L_z|n\rangle\langle n|Z|0\rangle}{E_0-E_n},
\end{equation}
where the 2 counts the correction in bra and ket; the products are real. Between $m=+\frac12$ and $m=-\frac12$ this changes by twice the sum, so
\begin{equation}
\Delta g=-2\sum_n\frac{\langle0|L_z|n\rangle\langle n|Z|0\rangle}{E_n-E_0}.
\end{equation}
Define $A_n$ and $\Lambda_n$ by $\langle n|Z|0\rangle=-2iA_n$ and $\langle n|L_z|0\rangle=-2i\Lambda_n$. Then $\langle0|L_z|n\rangle=+2i\Lambda_n$, the product is $4A_n\Lambda_n$, and
\begin{equation}
\Delta g=-8\sum_n\frac{A_n\Lambda_n}{E_n-E_0}.
\label{sum}
\end{equation}

For the antibonding partner,
\begin{equation}
\langle\psi_{\sigma^*}|Z|\psi_0\rangle=\alpha\beta\,\xi_M(-2i)+(-\alpha')(-\beta')\,\xi_L(i),
\end{equation}
so that
\begin{equation}
A_{\sigma^*}=\xi_M\alpha\beta-\tfrac12\xi_L\alpha'\beta',\qquad
\Lambda_{\sigma^*}=\alpha\beta-\tfrac12\alpha'\beta'.
\end{equation}
The two antibonding minus signs cancel. The remaining minus sign comes from the counter-rotation of the ligand functions. For the bonding partner only one coefficient is negative, and metal and ligand act in phase:
\begin{equation}
A_\sigma=\xi_M\alpha'\beta+\tfrac12\xi_L\alpha\beta',\qquad
\Lambda_\sigma=\alpha'\beta+\tfrac12\alpha\beta'.
\end{equation}

Without covalency, $\alpha=\beta=1$, and (\ref{sum}) reduces to the negative metal shift $-8\xi_M/(E_{\sigma^*}-E_0)$. Covalency brings in two changes. In the d-d term the ligand weakens both factors, and a large $\xi_L$ makes $A_{\sigma^*}$ negative, which reverses this term as long as $\Lambda_{\sigma^*}>0$. If $\Lambda_{\sigma^*}$ became negative as well, the term would be negative again; for equal ligand weights in the two orbitals this requires a weight above $2/3$. The bonding term has $E_\sigma<E_0$ and is positive, and ligand spin-orbit coupling increases it.

\section*{The sum of both partners and the threshold}

The two partners span the same space as $d_{x^2-y^2}$ and $\chi_\sigma$, so their sum can be written without mixing coefficients $\alpha,\alpha'$. In this basis
\begin{equation}
Z\psi_0=-2i\begin{pmatrix}\xi_M\beta\\ \frac12\xi_L\beta'\end{pmatrix},\qquad
L_z\psi_0=-2i\begin{pmatrix}\beta\\ \frac12\beta'\end{pmatrix}.
\end{equation}
Let $\varepsilon$ be the energy of $d_{x^2-y^2}$ before mixing and $E_L$ that of the halide p level. Then
\begin{equation}
\sum_n\frac{|n\rangle\langle n|}{E_n-E_0}
=\begin{pmatrix}\varepsilon-E_0&-V_\sigma\\-V_\sigma&E_L-E_0\end{pmatrix}^{-1}
=\frac1D\begin{pmatrix}E_L-E_0&V_\sigma\\V_\sigma&\varepsilon-E_0\end{pmatrix},
\end{equation}
with $D=(\varepsilon-E_0)(E_L-E_0)-V_\sigma^2$. Multiplying out,
\begin{equation}
\begin{aligned}
\Delta g=-\frac8D\Big\{&\xi_M\beta\big[(E_L-E_0)\beta+\tfrac12V_\sigma\beta'\big]\\
&+\tfrac12\xi_L\beta'\big[V_\sigma\beta+\tfrac12(\varepsilon-E_0)\beta'\big]\Big\}.
\end{aligned}
\label{closed}
\end{equation}
The determinant is $D=(E_\sigma-E_0)(E_{\sigma^*}-E_0)<0$, since $E_0$ lies between the two partners; the prefactor is positive. The metal part is negative if $(E_0-E_L)\beta>\frac12V_\sigma\beta'$. The ligand part is positive if $V_\sigma\beta>\frac12(E_0-\varepsilon)\beta'$. Both conditions hold for weak enough $\pi$ mixing, and then the shift vanishes at
\begin{equation}
\xi_L^*=2\xi_M\,\frac{\beta\big[(E_0-E_L)\beta-\frac12V_\sigma\beta'\big]}{\beta'\big[V_\sigma\beta-\frac12(E_0-\varepsilon)\beta'\big]} .
\end{equation}

The leading ligand term, $\frac12\xi_L\beta'V_\sigma\beta$, answers the question about the minority spin density. The spin-orbit coupling acts on the halide, the orbital moment is that of the metal, and $V_\sigma$ links them. This term is linear in the ligand amplitude $\beta'$, not in the smaller weight $\beta'^2$.

\section*{Chloride against bromide}

The following are round model parameters, not fitted to a compound. Energies are in cm$^{-1}$. Both halides have $V_\sigma=28000$, $V_\pi=8000$, $\xi_M=200$, and $d_{xy}$ and $d_{x^2-y^2}$ at zero before mixing. The chloride-like ligand has $E_L=-30000$ and $\xi_L=600$; the bromide-like ligand has $E_L=-23000$ and $\xi_L=2400$.

For chloride, diagonalizing the $\pi$ and $\sigma$ blocks gives $\beta=0.9701$, $\beta'=0.2425$, $\alpha=0.8580$, $\alpha'=0.5137$, and $E_{\sigma^*}-E_0=14765$. The d-d term is
\begin{align}
A_{\sigma^*}&=166.5-37.4=129.1,\qquad \Lambda_{\sigma^*}=0.770,\\
\Delta g_{\sigma^*}&=-\frac{8(129.1)(0.770)}{14765}=-0.054 .
\end{align}
The bonding term has $A_\sigma=99.7+62.4=162.1$, $\Lambda_\sigma=0.602$ and $E_\sigma-E_0=-48765$, and adds $+0.016$. The total is $-0.038$.

For bromide, $\beta=0.9542$, $\beta'=0.2992$, $\alpha=0.8306$, $\alpha'=0.5568$, and
\begin{equation}
A_{\sigma^*}=158.5-199.9=-41.4,\qquad \Lambda_{\sigma^*}=0.709 .
\end{equation}
With $E_{\sigma^*}-E_0=16261$, the d-d term is now $+0.014$. The bonding term, with $A_\sigma=106.3+298.2=404.5$, is $+0.048$. The total is $+0.062$, about three quarters of it from the bonding partner. The ligand weight in the singly occupied orbital is only 9\%.

Split according to (\ref{closed}), the chloride shift is $-0.060$ from the metal and $+0.022$ from the ligand; for bromide the parts are $-0.043$ and $+0.105$. The ligand part grows by a factor of 4.8, of which 4 is the ratio of the spin-orbit constants and 1.2 comes from the higher ligand level.

Exchanging the two ligand properties separately shows what each does:
\begin{center}
\begin{tabular}{llccc}
$E_L$ & $\xi_L$ & d-d & bonding & $\Delta g$\\
\hline
Cl & Cl & $-0.054$ & $+0.016$ & $-0.038$\\
Br & Cl & $-0.038$ & $+0.021$ & $-0.016$\\
Cl & Br & $-0.007$ & $+0.035$ & $+0.027$\\
Br & Br & $+0.014$ & $+0.048$ & $+0.062$
\end{tabular}
\end{center}
The bromide level alone reduces the shift but does not reverse it. The bromide spin-orbit constant alone does reverse it, although the d-d term is still slightly negative: here the bonding partner completes the reversal. The first-order thresholds agree with this, $\xi_L^*=1640$ for the chloride level and $980$ for the bromide level.

Equation (\ref{closed}) was tested against diagonalization of all five d and twelve p orbitals with spin and the full $\mathbf l\cdot\mathbf s$; the linear part of $g_\parallel$ agrees within $2\times10^{-5}$. As a control, the sign of $V_\pi$ was reversed there, which reverses the phase of $\chi_\pi$ in $\psi_0$. The bromide ligand part then changed from $+0.105$ to $-0.108$, so its sign is indeed set by the relative phase of the $\sigma$ and $\pi$ mixing.

Beyond first order the out-of-plane orbitals matter; here $d_{xz},d_{yz}$ are placed at 15000 and $d_{z^2}$ at 30000 before mixing. At full spin-orbit strength, the same diagonalization then gives
\begin{equation}
g_\parallel=1.963\ \text{(chloride)},\qquad g_\parallel=2.059\ \text{(bromide)},
\end{equation}
against 1.964 and 2.065 at first order. For bromide, the higher orders remove about 9\% of the first-order shift.

\section*{A hole in $d_{x^2-y^2}$ behaves differently}

In a d$^9$ ion the unpaired electron is in $\psi_{\sigma^*}$, and its partners are the two $\pi$ orbitals. Now $L_z\psi_{\sigma^*}=2i(\alpha d_{xy}+\frac12\alpha'\chi_\pi)$, which has the same structure as before. Equation (\ref{closed}) therefore applies with $\beta,\beta'\to\alpha,\alpha'$, $V_\sigma\to V_\pi$, $\varepsilon\to\varepsilon_{xy}$ and $E_0=E_{\sigma^*}$. Both partners lie below $E_0$, so $D>0$ and the metal part is positive when $(E_0-E_L)\alpha>\frac12V_\pi\alpha'$. The ligand part is negative, and opposes the metal, if
\begin{equation}
V_\pi\alpha>\tfrac12(E_0-\varepsilon_{xy})\alpha' .
\end{equation}
For bromide, the left side is 6645 and the right side 5226, so the two ligand contributions cancel to about a fifth of the larger one. With $\xi_M=800$ and all d levels at zero before mixing, the first-order shift falls from $+0.286$ for chloride to $+0.229$ for bromide. Most of this fall is in the metal part, from $0.290$ to $0.240$, which does not contain $\xi_L$ and changes through covalency. The ligand part is only $-0.004$ and $-0.011$. With $V_\pi=2000$ the condition fails, and the bromide ligand part becomes $+0.024$. With $V_\pi=14000$, half of $V_\sigma$, the cancellation is much weaker: the ligand parts are $-0.016$ and $-0.058$ and account for 40\% of the fall. The remainder is also sensitive to $q$, which multiplies the right side of the condition: at $V_\pi=8000$ the bromide ligand part is $-0.007$ for $q=1.1$ and $-0.018$ for $q=0.8$. A lower $g_\parallel$ in a d$^9$ bromide is thus not by itself evidence of ligand spin-orbit coupling, since covalency alone lowers it; how large the ligand share is depends on $V_\pi/V_\sigma$, which this model does not fix.

\section*{Where the argument can fail}

The expansion requires $\xi$ to be small against the separation of $\psi_0$ from the orbitals it mixes with. Halide s functions, left out here, would enter $\chi_\sigma$ and give $\mathbf R_k\times\mathbf p$ matrix elements between s and p, opposite in sign to $iq$. For an s combination 100000 below the p level, coupled to $d_{x^2-y^2}$ by 20000 and to $\chi_\pi$ by an $L_z$ element $-1.5i$, the d$^1$ bromide shift moves only from $+0.062$ to $+0.060$, but the d$^9$ bromide ligand part changes from $-0.011$ to $-0.018$. Electron repulsion beyond the orbital energies is also absent, so the excitation energies are model quantities. The signs found here concern $g_\parallel$; the perpendicular components involve out-of-plane orbitals and need their own phase analysis. The main numerical values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
g_e = 2.002319
Grid: R = 4.4 bohr, exponents d 0.3, p 0.7 bohr^-2
Overlaps: S_sigma = 0.2853, S_pi = 0.0931
Im<x2-y2|Lz|xy> = -2.0000
Im<chi_sigma|Lz|chi_pi> = 0.9996
After orthogonalization: q grid 1.1032, formula 1.1036
Largest cross element of Lz = 3.5e-14
V_sigma = 28000, V_pi = 8000, xi_M(d1) = 200 cm^-1
Both in-plane d levels = 0 cm^-1; d1 xz,yz = 15000, z2 = 30000 cm^-1
Cl: E_L = -30000, xi_L = 600 cm^-1
Cl: beta = 0.9701, beta' = 0.2425, beta'^2 = 0.0588
Cl: alpha = 0.8580, alpha' = 0.5137, alpha'^2 = 0.2639
Cl: E0 = 2000, E_sigma* = 16765, E_sigma = -46765 cm^-1
Cl d-d: A = 129.1 cm^-1, Lambda = 0.7701, En-E0 = 14765 cm^-1, dg = -0.0539
Cl bonding: A = 162.1 cm^-1, Lambda = 0.6024, En-E0 = -48765 cm^-1, dg = +0.0160
Cl: metal part -0.0596, ligand part +0.0218, sum -0.0378
Cl: g_parallel first order 1.9645, full coupling 1.9633
Cl levels: threshold xi_L* = 1643 cm^-1
Br: E_L = -23000, xi_L = 2400 cm^-1
Br: beta = 0.9542, beta' = 0.2992, beta'^2 = 0.0895
Br: alpha = 0.8306, alpha' = 0.5568, alpha'^2 = 0.3100
Br: E0 = 2509, E_sigma* = 18770, E_sigma = -41770 cm^-1
Br d-d: A = -41.4 cm^-1, Lambda = 0.7093, En-E0 = 16261 cm^-1, dg = +0.0145
Br bonding: A = 404.5 cm^-1, Lambda = 0.6556, En-E0 = -44279 cm^-1, dg = +0.0479
Br: metal part -0.0427, ligand part +0.1051, sum +0.0624
Br: g_parallel first order 2.0647, full coupling 2.0589
Br levels: threshold xi_L* = 976 cm^-1
Exchange: Cl level with Br xi_L: d-d -0.0071, bonding +0.0345, dg = +0.0275
Exchange: Br level with Cl xi_L: d-d -0.0379, bonding +0.0214, dg = -0.0165
Br ligand part: normal +0.1051, pi phase reversed -0.1081
d9 comparison: xi_M = 800 cm^-1, all d levels 0 cm^-1
d9 Cl: metal part +0.2903, ligand part -0.0044, sum +0.2859
d9 Br: metal part +0.2397, ligand part -0.0105, sum +0.2292
d9 Br ligand part with V_pi = 2000 cm^-1: +0.0244
\end{verbatim}
